# Why Coherent Growth Can Stabilise an Alloy That Is Immiscible in Bulk

**Q:** Two cubic materials, A and B, refuse to mix in bulk, yet they can grow as one alloy film. Does strain from the substrate lower the alloy's energy?

**A:** No. Strain can only raise the energy of an alloy above that of the same alloy relaxed. What changes is the competitor. In bulk, the alloy competes with free A and free B. In a coherent film, separated A and B must also adopt the in-plane lattice of the substrate, and they pay for it.

Let $x$ be the fraction of B, and count energies per cation–anion pair. The bulk mixing enthalpy is

$$\Delta H_{\rm bulk}=E_{\rm alloy}-(1-x)E_A-xE_B=\Omega x(1-x),\qquad \Omega>0,$$

with all three phases free of stress. The parabola is the regular-solution form. The epitaxial enthalpy $\delta H_{\rm epi}$ is the same difference with all three phases coherent with one substrate of lattice constant $a_s$.

**Q:** How much strain energy does a coherent constituent keep? It can still relax along the growth direction.

**A:** Compare it with the same crystal stretched hydrostatically by a strain $e=(a_s-a)/a$. The film may add a displacement gradient $b_in_j$, where $\mathbf n$ is the unit growth normal and $\mathbf b$ is free. Acting on an in-plane vector $\mathbf t$, this gives $\mathbf b(\mathbf n\cdot\mathbf t)=0$, so the match to the substrate is preserved. The strain is

$$\varepsilon_{ij}=e\,\delta_{ij}+\tfrac12(b_in_j+n_ib_j).$$

Insert it in the harmonic energy density $u=\tfrac12C_{ijkl}\varepsilon_{ij}\varepsilon_{kl}$. In a cubic crystal $C_{ijkl}\delta_{kl}=3B\delta_{ij}$, with bulk modulus $B=(C_{11}+2C_{12})/3$. Hence

$$u=\tfrac92Be^2+3Be\,\mathbf n\cdot\mathbf b+\tfrac12\mathbf b\cdot\Gamma\mathbf b,\qquad \Gamma_{ik}=C_{ijkl}n_jn_l.$$

Setting the derivative with respect to $\mathbf b$ to zero gives $\mathbf b=-3Be\,\Gamma^{-1}\mathbf n$. At this point the linear term is $-9B^2e^2\,\mathbf n\cdot\Gamma^{-1}\mathbf n$ and the quadratic term returns half of it with a plus sign. Therefore

$$u_{\min}=q(\mathbf n)\,\tfrac92Be^2,\qquad q(\mathbf n)=1-B\,\mathbf n\cdot\Gamma^{-1}\mathbf n .$$

In a stable crystal $\Gamma$ is positive definite, so $q<1$. The in-plane strain cannot be removed, so $q>0$.

**Q:** Where does the growth direction enter?

**A:** Through $\Gamma$. Define the anisotropy $\Delta=C_{44}-(C_{11}-C_{12})/2$ and $g=C_{12}+C_{44}$. For a cubic crystal

$$\Gamma_{ik}=g\,n_in_k+D_i\delta_{ik},\qquad D_i=C_{44}-2\Delta n_i^2 .$$

To find $p=\mathbf n\cdot\Gamma^{-1}\mathbf n$, solve $\Gamma\mathbf y=\mathbf n$, for which $p=\mathbf n\cdot\mathbf y$. Each component obeys $D_iy_i=(1-gp)n_i$. Divide by $D_i$, multiply by $n_i$ and sum:

$$p=(1-gp)s,\quad s=\sum_i\frac{n_i^2}{D_i}\quad\Rightarrow\quad q=1-\frac{B}{C_{12}+C_{44}+1/s}.$$

Since $C_{12}+2C_{44}=C_{11}+2\Delta$, the denominator becomes $C_{11}$ for (001), $C_{11}+\Delta$ for (110) and $C_{11}+\tfrac43\Delta$ for (111).

If $\Delta>0$ and $C_{44}>2\Delta$, the function $n_i^2/(C_{44}-2\Delta n_i^2)$ is convex in $n_i^2$. With $\sum n_i^2=1$, the sum $s$ is then largest for ⟨001⟩ and smallest for ⟨111⟩. Because $q$ falls as $s$ rises, (001) keeps the least energy and (111) the most.

A simpler expression, labelled "common formula" in the check's output, is $q=1-B/(C_{11}+\gamma\Delta)$ with $\gamma=4\sum_{i<j}n_i^2n_j^2$. It follows from allowing $\mathbf b$ only along $\mathbf n$, because $\mathbf n\cdot\Gamma\mathbf n=C_{11}+\gamma\Delta$. It is correct when $\mathbf n$ is an eigenvector of $\Gamma$, as for the three normals above. For other normals the film also shears, and the expression is an upper bound.

**Q:** Now subtract the constituents from the alloy. Surely the answer depends on which substrate I buy?

**A:** Not at harmonic order, if the phases have equal stiffness and the alloy's relaxed lattice is cubic with $a_x=a_A+x\Delta a$, where $\Delta a=a_B-a_A$. With $V=a^3/4$ the volume per pair, a film of relaxed lattice constant $a$ costs

$$qK(a_s-a)^2,\qquad K=\frac{9BV}{2a^2}=\frac98Ba .$$

Put $d=a_s-a_A$. The combination needed for $\delta H_{\rm epi}$ is

$$\begin{aligned}
&(d-x\Delta a)^2-(1-x)d^2-x(d-\Delta a)^2\\
&=d^2-2xd\Delta a+x^2\Delta a^2-d^2+xd^2-xd^2+2xd\Delta a-x\Delta a^2\\
&=-x(1-x)\Delta a^2 .
\end{aligned}$$

Every term in $d$ has cancelled, so

$$\delta H_{\rm epi}=x(1-x)\left[\Omega-q(\mathbf n)K\Delta a^2\right].$$

The sign is negative when $\Omega<qK\Delta a^2$. On a substrate matched to the alloy, the alloy pays nothing and both constituents pay. On a substrate matched to A, pure A pays nothing, B contributes $x\,qK\Delta a^2$, and the alloy pays $x^2qK\Delta a^2$. The difference is the same.

**Q:** But a large size mismatch is also what makes $\Omega$ large. Why should the second term ever win?

**A:** Build the alloy in two steps. First bring A and B hydrostatically to $a_x$. This costs

$$(1-x)K(x\Delta a)^2+xK[(1-x)\Delta a]^2=x(1-x)K\Delta a^2 .$$

Then mix them at that lattice constant and let the atoms relax, which changes the energy by $x(1-x)\omega$. Thus $\Omega=K\Delta a^2+\omega$, and

$$\frac{\delta H_{\rm epi}}{x(1-x)}=(1-q)K\Delta a^2+\omega .$$

The first term is what the coherent constituents recover by deforming along $\mathbf n$. The alloy wins if mixing and internal relaxation recover more, that is, if $-\omega>(1-q)K\Delta a^2$. In the mixed crystal, an anion can move towards its smaller neighbours and away from its larger ones, which brings bonds closer to their preferred lengths. In a disordered alloy the cations shift as well, and anion motion alone recovers only part of the gain. A pure strained constituent has no such unequal neighbours. Chemical repulsion between A and B makes $\omega$ less negative and can remove the effect.

Shear stiffness is essential. On (001), $q=1-B/C_{11}=2(C_{11}-C_{12})/(3C_{11})$, which vanishes as $C_{11}\to C_{12}$. A constituent without shear stiffness would restore its volume by changing its thickness, at no cost.

**Q:** Can you show this with atoms instead of elastic constants?

**A:** Take a model zincblende alloy with Keating forces. Each bond $\mathbf r$ of ideal length $d$ contributes $\frac{3\alpha}{8d^2}(r^2-d^2)^2$. Each pair of bonds sharing an atom contributes $\frac{3\beta}{8d_id_j}(\mathbf r_i\cdot\mathbf r_j+d_id_j/3)^2$. I choose $\alpha=40$ N/m, $\beta=8$ N/m, $a_A=5.50$ Å and $a_B=5.90$ Å. There is no chemical mixing energy, so the example isolates the elastic mechanism.

At the mean lattice constant, straining the crystal gives $C_{11}=112.3$, $C_{12}=56.1$, $C_{44}=46.8$ and $B=74.9$ GPa. Then $q(001)=1-74.9/112.3=0.333$, while $q(111)=0.455$. Direct relaxation of strained films agrees with the formula for all five normals tested. For (113) it gives 0.382, where the simpler expression gives 0.397. Cutting $\beta$ to 0.4 N/m lowers $q(001)$ to 0.026, as the shear argument requires.

With $K=2.996$ eV/Å$^2$, the hydrostatic cost at $x=\tfrac12$ is

$$\tfrac14K\Delta a^2=\tfrac14(2.996)(0.40)^2\ {\rm eV}=119.8\ {\rm meV}.$$

Coherent constituents on (001) keep $0.333\times119.8=39.9$ meV; full relaxation at the actual misfit of 7% gives 40.0 meV. The ordered chalcopyrite arrangement, in which every anion has two A and two B neighbours, has a bulk mixing enthalpy of $+23.7$ meV. On the matched substrate,

$$\delta H_{\rm epi}=23.7-40.0=-16.3\ {\rm meV}.$$

In the language of the two steps, mixing and relaxation recover $119.8-23.7=96.1$ meV, against $119.8-40.0=79.8$ meV for the coherent constituents. A chemical repulsion $Wx(1-x)$ with $W=4\times16.3\approx65$ meV would cancel the advantage.

The substrate does matter somewhat at this misfit: the enthalpy is $-13.6$ meV at $a_s=5.50$ Å and $-19.6$ meV at 5.90 Å. When the misfit is made tiny, the harmonic law holds on all tested substrates to better than $10^{-4}$ of the strain term. The variation is therefore a finite-misfit effect, beyond the harmonic law.

**Q:** My films are disordered. Does the argument survive?

**A:** In this model, yes, with a smaller margin. Averaged over twelve random cells of 32 cations at $x=\tfrac12$, the bulk enthalpy is $34.4\pm0.6$ meV, where the uncertainty is the standard error. On matched substrates, $\delta H_{\rm epi}$ is $-5.6\pm0.6$ meV for (001) and $-20.2\pm0.6$ meV for (111).

In mean field, the bulk mixing free energy is $\Omega x(1-x)+k_BT[x\ln x+(1-x)\ln(1-x)]$. Its second derivative, $-2\Omega+k_BT/[x(1-x)]$, first vanishes on cooling at $x=\tfrac12$, where $k_BT_c=\Omega/2$. With $\Omega=4\times34.4\approx138$ meV, $T_c$ is about 800 K. If the coherent constituents are the competitor, $\Omega$ is replaced by a negative number, the second derivative is positive at every temperature, and this mean-field gap disappears.

The sampled bulk enthalpy at $x=\tfrac14$ is 0.78 of that at $x=\tfrac12$, where the parabola gives 0.75. Twelve cells are too few to distinguish this difference from sampling scatter. A negative enthalpy does not by itself favour disorder. On (001), chalcopyrite lies about 11 meV below the random average, so ordering remains a competitor.

**Q:** Then I should grow on (111), where the gain is largest?

**A:** That gain is measured against layers parallel to the substrate, or domains much wider than the film is thick, which relax along the growth normal. A thick film can also separate into tilted coherent lamellae with another normal $\mathbf m$.

Let the uniform alloy film have elastic strain $E$. In the lamellae, A is stretched and B compressed relative to it, and continuity across the interfaces allows a gradient difference $\mathbf c\otimes\mathbf m$. With

$$S_{ij}=\frac{\Delta a}{a}\delta_{ij}+\tfrac12(c_im_j+m_ic_j),$$

the elastic strains are $E+xS$ in A and $E-(1-x)S$ in B. In the average energy, the terms linear in $S$ have weight $(1-x)x-x(1-x)=0$. The quadratic terms have weight $(1-x)x^2+x(1-x)^2=x(1-x)$. Minimising over $\mathbf c$ repeats the film calculation with $\mathbf n$ replaced by $\mathbf m$, so the added cost is $x(1-x)q(\mathbf m)K\Delta a^2$, whatever the film normal. Interface energy and distortions near the film's surfaces are left out.

Without help from the mixing entropy, stability against all such lamellae therefore requires $\Omega<q_{\min}K\Delta a^2$. In the model (111) film, parallel layers cost 54.7 meV but thick tilted (001) lamellae, with the interface term removed, cost 40.0 meV. Against the latter, the random alloy is ahead by only about 5 meV ($5.5\pm0.6$ meV in the twelve-cell sample), much the same margin as on (001).

**Q:** What would destroy the stabilisation in practice?

**A:** Misfit dislocations. Suppose they leave each separated constituent with a fraction $f$ of its elastic misfit, while the matched alloy stays coherent. The constituents' strain energy is then multiplied by $f^2$. Neglecting the dislocations' own energy, the random (001) alloy loses its advantage when $40.0f^2=34.4$, or $f=0.93\pm0.01$ with the sampling error. Relieving roughly 6–8% of the misfit is enough. For chalcopyrite the condition is $40.0f^2=23.7$, or $f=0.77$. The neglected dislocation energy would make separation harder, so these estimates understate the alloy's tolerance.

With complete relief, $f=0$ and the positive bulk enthalpy returns. The alloy is thus stabilised only against separation that keeps enough of the misfit strain; free bulk A and B still have lower energy.

## Calculated quantities

```
Model: stretch, bend constants = 40.0, 8.0 N/m
Lattice constants A, B, mean = 5.50, 5.90, 5.70 angstrom
C11, C12, C44 = 112.28, 56.14, 46.78 GPa
B, anisotropy D = 74.85, 18.71 GPa
K = 2.9959 eV/angstrom^2
Retained fraction q: atomistic, formula, common formula
  (001): 0.33333  0.33333  0.33333
  (113): 0.38222  0.38222  0.39651
  (210): 0.38614  0.38614  0.39759
  (110): 0.42857  0.42857  0.42857
  (111): 0.45455  0.45455  0.45455
q(001) with bend constant cut to 0.4 N/m = 0.0259
Small-misfit law: largest error / shift = 6.5e-05
(001) lamellae in (111) film: q found, q(001) = 0.3333, 0.3333
Full misfit = 7.02 %; energies below in meV per pair
Hydrostatic cost K (a_B-a_A)^2/4 = 119.84 meV
Chalcopyrite, bulk mixing enthalpy = 23.73 meV
Normal: separated film, harmonic value, chalcopyrite dH_epi
  (001): 40.01  39.95  -16.27 meV
  (110): 51.44  51.36  -27.64 meV
  (111): 54.65  54.47  -30.87 meV
Chalcopyrite dH_epi on (001) for other substrates
  a_s = 5.50 angstrom: -13.56 meV
  a_s = 5.90 angstrom: -19.61 meV
Chemical term W x(1-x) cancelling it on (001): W = 65.09 meV
Random alloy, 12 cells of 32 cations: mean, standard error
  bulk: 34.42, 0.57 meV
  epi (001): -5.55, 0.57 meV
  epi (111): -20.17, 0.57 meV
Random bulk enthalpy, x=1/4 over x=1/2 = 0.781
Random bulk Omega = 137.68 meV
Mean-field bulk critical temperature Omega/(2 k_B) = 799 K
Tilted (001) lamellae in (111) film = 39.96 meV
Random (111) film minus tilted lamellae = -5.48 meV
```
